# Natural orbitals of the one-dimensional Moshinsky atom from Mehler's formula

## Problem

Two particles of unit mass move on a line, each held by a harmonic trap and coupled to the other by a spring. In atomic units ($\hbar=m=1$),

$$
H=\frac{p_1^2+p_2^2}{2}+\frac{\omega^2}{2}(x_1^2+x_2^2)+\frac{\kappa}{2}(x_1-x_2)^2 ,\qquad \omega>0 .
$$

Positive $\kappa$ is attraction and negative $\kappa$ is repulsion. The one-particle density matrix of a real, normalized pair function $\psi$ is

$$
\gamma(x,x')=\int\psi(x,y)\,\psi(x',y)\,dy .
$$

Its trace is one. Its eigenfunctions are the natural orbitals and its eigenvalues $n_k$ are the occupations.

**(a)** Find the ground state $\psi(x_1,x_2)$ and the range of $\kappa$ for which it exists.

**(b)** Let $\phi_k$ be the orthonormal Hermite functions with Gaussian factor $e^{-\beta x^2/2}$. For $|t|<1$, prove Mehler's formula:

$$
\sum_{k=0}^\infty t^k\phi_k(x)\phi_k(y)=\sqrt{\frac{\beta}{\pi(1-t^2)}}\,
\exp\left\{-\frac{\beta}{1-t^2}\left[\frac{1+t^2}{2}(x^2+y^2)-2txy\right]\right\}.
$$

**(c)** Show that the natural orbitals are Hermite functions and that $n_k=(1-q)q^k$. Find $\beta$ and $q$ in terms of the two normal-mode frequencies.

**(d)** Express $q$ through $\lambda=\kappa/\omega^2$ and find its leading behaviour at weak coupling.

**(e)** For electrons with $\hbar\omega=2$ eV and $\kappa=4$ eV/Å$^2$, evaluate the ground energy, the size of the natural orbitals and the first four occupations.

## Hints

**For (a).** Use the sum and difference of the coordinates, each divided by $\sqrt2$. This is an orthogonal transformation, so it preserves the form of the kinetic energy.

**For (b).** Start from the generating function $e^{2z\xi-z^2}=\sum_n z^nH_n(\xi)/n!$. Write $e^{-z^2}$ as a Gaussian integral to obtain an integral formula for $H_n$. Use that formula for one of the two Hermite polynomials and the generating function for the other.

**For (c).** Both $\psi$ and Mehler's kernel are Gaussians symmetric in their two arguments. Compare the coefficients of $x_1^2+x_2^2$ and of $x_1x_2$, then add, subtract and square the resulting equations.

**For (d).** The fourth root of $1+2\lambda$ is a convenient variable.

**For (e).** With units restored, the trap's spring constant is $k_0=m\omega^2=(\hbar\omega)^2/(\hbar^2/m)$, and $\lambda=\kappa/k_0$.

## Solution

### (a) The ground state

Define

$$
R=\frac{x_1+x_2}{\sqrt2},\qquad r=\frac{x_1-x_2}{\sqrt2}.
$$

Then $x_1^2+x_2^2=R^2+r^2$ and $(x_1-x_2)^2=2r^2$. The momenta transform by the same orthogonal matrix, so $p_1^2+p_2^2=p_R^2+p_r^2$. Therefore

$$
H=\frac{p_R^2}{2}+\frac{\omega^2R^2}{2}+\frac{p_r^2}{2}+\frac{\Omega^2r^2}{2},
\qquad \Omega^2=\omega^2+2\kappa .
$$

The centre-of-mass mode keeps the trap frequency, because the coupling depends on the separation alone. A normalizable ground state requires $\Omega^2>0$, that is, $\kappa>-\omega^2/2$. At equality the relative motion is free; below it the potential is unbounded from below.

The ground state is the product of the two oscillator ground states. The Jacobian of the transformation has absolute value one, so no extra normalization factor appears:

$$
\psi=\frac{(\omega\Omega)^{1/4}}{\sqrt\pi}\,e^{-\omega R^2/2-\Omega r^2/2},
\qquad E=\frac{\omega+\Omega}{2}.
$$

Exchanging the particles changes $r$ to $-r$ and leaves $\psi$ unchanged. It therefore describes two spinless bosons, or two spin-½ fermions in a singlet. The lowest triplet state is odd in $r$, is not a pure Gaussian, and is not covered by what follows.

To return to particle coordinates, use

$$
R^2=\frac{x_1^2+x_2^2}{2}+x_1x_2,\qquad
r^2=\frac{x_1^2+x_2^2}{2}-x_1x_2 .
$$

This gives

$$
\psi(x_1,x_2)=\frac{(\omega\Omega)^{1/4}}{\sqrt\pi}
\exp\left[-\frac{\omega+\Omega}{4}(x_1^2+x_2^2)+\frac{\Omega-\omega}{2}x_1x_2\right].
\tag{1}
$$

For attraction $\Omega>\omega$, and the cross term favours coordinates of equal sign. For repulsion it favours opposite signs.

### (b) Mehler's formula

The orthonormal Hermite functions are

$$
\phi_k(x)=\left(\frac{\beta}{\pi}\right)^{1/4}\frac{1}{\sqrt{2^kk!}}\,H_k(\sqrt\beta\,x)\,e^{-\beta x^2/2}.
$$

With $\xi=\sqrt\beta\,x$ and $\eta=\sqrt\beta\,y$, the required sum is

$$
\sum_k t^k\phi_k(x)\phi_k(y)=\sqrt{\frac\beta\pi}\,e^{-(\xi^2+\eta^2)/2}M,
\qquad
M=\sum_{n=0}^{\infty}\frac{(t/2)^n}{n!}H_n(\xi)H_n(\eta).
\tag{2}
$$

*Integral formula for $H_n$.* Since $e^{-z^2}=\pi^{-1/2}\int e^{-u^2+2izu}du$, the generating function can be written

$$
e^{2z\xi-z^2}=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}e^{-u^2}e^{2z(\xi+iu)}\,du .
$$

Expand the second exponential in powers of $z$. The sum of the absolute values of its terms is at most $e^{2|z|(|\xi|+|u|)}$, which is integrable against $e^{-u^2}$, so sum and integral may be interchanged. Comparing the coefficients of $z^n/n!$ gives

$$
H_n(\xi)=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}[2(\xi+iu)]^n e^{-u^2}\,du .
$$

*Summation.* Insert this for $H_n(\xi)$ in $M$. The factors $2^n$ cancel, and with $w=t(\xi+iu)$,

$$
M=\frac1{\sqrt\pi}\int e^{-u^2}\sum_n\frac{w^n}{n!}H_n(\eta)\,du
=\frac1{\sqrt\pi}\int e^{-u^2+2w\eta-w^2}\,du .
$$

This second interchange is where $|t|<1$ is needed. Expanding $e^{2w\eta}e^{-w^2}$ and taking the absolute value of every term shows that

$$
\sum_n\frac{|w|^n|H_n(\eta)|}{n!}\le e^{2|w||\eta|+|w|^2}.
$$

Here $|w|^2=t^2(\xi^2+u^2)$. After multiplication by $e^{-u^2}$, the quadratic part of the exponent in $u$ is $-(1-t^2)u^2$, while $|w|$ grows only linearly in $|u|$. The bound is therefore integrable for $|t|<1$.

*Gaussian integral.* Since $w^2=t^2(\xi^2+2i\xi u-u^2)$, the exponent is

$$
-u^2+2w\eta-w^2=-(1-t^2)u^2+2it(\eta-t\xi)u+2t\xi\eta-t^2\xi^2 .
$$

Apply $\int e^{-au^2+2ibu}du=\sqrt{\pi/a}\,e^{-b^2/a}$ with $a=1-t^2$ and $b=t(\eta-t\xi)$:

$$
M=\frac1{\sqrt{1-t^2}}\exp\left[2t\xi\eta-t^2\xi^2-\frac{t^2(\eta-t\xi)^2}{1-t^2}\right].
$$

Over the common denominator $1-t^2$, the numerator of the exponent is

$$
(1-t^2)(2t\xi\eta-t^2\xi^2)-t^2\eta^2+2t^3\xi\eta-t^4\xi^2
=2t\xi\eta-t^2(\xi^2+\eta^2).
$$

The terms in $t^3\xi\eta$ and $t^4\xi^2$ have cancelled. Finally, include the factor $e^{-(\xi^2+\eta^2)/2}$ from (2). The coefficient of $\xi^2+\eta^2$ becomes

$$
-\frac12-\frac{t^2}{1-t^2}=-\frac{1+t^2}{2(1-t^2)} .
$$

Restoring $x$ and $y$ gives Mehler's formula.

### (c) Natural orbitals and occupations

The exponent of (1) agrees with that of Mehler's kernel if

$$
\beta\,\frac{1+t^2}{1-t^2}=\frac{\omega+\Omega}{2},
\qquad
\beta\,\frac{2t}{1-t^2}=\frac{\Omega-\omega}{2}.
\tag{3}
$$

The first equation is twice the condition on the coefficient of $x_1^2+x_2^2$; the second is the condition on the coefficient of $x_1x_2$. Subtract the square of the second from the square of the first. On the left, $(1+t^2)^2-4t^2=(1-t^2)^2$, so

$$
\beta^2=\frac{(\omega+\Omega)^2-(\Omega-\omega)^2}{4}=\omega\Omega,
\qquad \beta=\sqrt{\omega\Omega}.
$$

Adding the equations in (3), with $(1+t)^2/(1-t^2)=(1+t)/(1-t)$, gives

$$
\beta\,\frac{1+t}{1-t}=\Omega
\quad\Longrightarrow\quad
t=\frac{\Omega-\beta}{\Omega+\beta}=\frac{\sqrt\Omega-\sqrt\omega}{\sqrt\Omega+\sqrt\omega}.
\tag{4}
$$

The difference of the equations requires $\beta(1-t)/(1+t)=\omega$. This also holds, because its left side is $\beta^2/\Omega$. Both conditions are thus satisfied, and $|t|<1$ for all positive $\omega$ and $\Omega$.

The prefactor of $\psi$ is $(\omega\Omega)^{1/4}/\sqrt\pi=\sqrt{\beta/\pi}$. Mehler's kernel has the additional factor $(1-t^2)^{-1/2}$, so

$$
\psi(x_1,x_2)=\sqrt{1-t^2}\,\sum_{k=0}^{\infty}t^k\phi_k(x_1)\phi_k(x_2).
\tag{5}
$$

The squared coefficients are summable, so the series also converges in the mean-square sense. Insert it twice in the definition of $\gamma$. The integral over $y$ gives $\int\phi_j\phi_k\,dy=\delta_{jk}$, which leaves

$$
\gamma(x,x')=(1-t^2)\sum_{k=0}^{\infty}t^{2k}\phi_k(x)\phi_k(x').
$$

Acting with $\gamma$ on $\phi_k$ returns $\phi_k$ multiplied by

$$
n_k=(1-q)q^k,\qquad
q=t^2=\left(\frac{\sqrt\Omega-\sqrt\omega}{\sqrt\Omega+\sqrt\omega}\right)^2 .
\tag{6}
$$

The Hermite functions form a complete set, so there are no further eigenvalues. The geometric series confirms the trace, $\sum_kn_k=(1-q)/(1-q)=1$.

For $0<q<1$ the occupations are all different, and the natural orbitals are unique up to a phase. At $\kappa=0$ we have $q=0$: the orbital $\phi_0$ has occupation one, and any orthonormal basis of the remaining space serves for the empty orbitals.

For the spin singlet, $n_k$ is the occupation of each of the two spin orbitals built on $\phi_k$. The spin-summed occupation is $2n_k$, with total two.

Since $1-n_0=q$, the number $q$ is the fraction of the density-matrix trace outside the leading natural orbital. It vanishes when $\psi$ is a product of two equal orbitals.

### (d) Dependence on the coupling

From part (a), $\Omega/\omega=\sqrt{1+2\lambda}$. Set $s=\sqrt{\Omega/\omega}$ and divide the numerator and denominator of (4) by $\sqrt\omega$:

$$
q=\left(\frac{s-1}{s+1}\right)^2,\qquad s=(1+2\lambda)^{1/4},\qquad \lambda=\frac{\kappa}{\omega^2}>-\frac12 .
\tag{7}
$$

In this notation $\beta=\omega s$. If $s=e^\theta$, then $\theta=\frac14\ln(1+2\lambda)$ and $(e^\theta-1)/(e^\theta+1)=\tanh(\theta/2)$. Hence

$$
t=\tanh\left[\tfrac18\ln(1+2\lambda)\right].
$$

This increases with $\lambda$ and passes through zero at $\lambda=0$. Its square $q$ therefore grows as the coupling moves away from zero in either direction.

For small $\lambda$, $\ln(1+2\lambda)=2\lambda-2\lambda^2+\dots$, so

$$
t=\frac\lambda4(1-\lambda+\dots),\qquad
q=\frac{\lambda^2}{16}(1-2\lambda+\dots).
$$

The amplitude of $\phi_1\phi_1$ in (5) is of first order in the coupling, and its occupation is the square of that amplitude. At $\lambda=0.001$, numerical diagonalization gives $q/(\lambda^2/16)=0.9980$, in agreement with the correction factor $1-2\lambda$.

### (e) Numbers

With $\hbar^2/m=7.620$ eV Å$^2$, the trap's spring constant is

$$
k_0=\frac{(2\ \mathrm{eV})^2}{7.620\ \mathrm{eV\,Å^2}}=0.5249\ \mathrm{eV/Å^2},
\qquad
\lambda=\frac{4}{0.5249}=7.620 .
$$

The digits of $\lambda$ repeat those of $\hbar^2/m$ because $\kappa$ and $(\hbar\omega)^2$ both have the numerical value 4 in these units. Next,

$$
s=(1+2\times7.620)^{1/4}=2.0075,\qquad
t=\frac{1.0075}{3.0075}=0.3350,\qquad q=0.1122 .
$$

The relative-mode quantum is $\hbar\Omega=s^2\hbar\omega=8.060$ eV. The ground energy is

$$
E=\frac{2+8.060}{2}\ \mathrm{eV}=5.030\ \mathrm{eV}=0.1848\ \text{hartree}.
$$

With units restored, $\beta=s\,\hbar\omega/(\hbar^2/m)$, so the length scale of the natural orbitals is

$$
\beta^{-1/2}=\sqrt{\frac{7.620}{2.0075\times2}}\ \mathrm{Å}=1.378\ \mathrm{Å}=2.603\ \text{bohr}.
$$

The occupations are

$$
n_0=0.8878,\quad n_1=0.0996,\quad n_2=0.0112,\quad n_3=0.0013 .
$$

Each is $q$ times the previous one. Only the mass is that of the electron here: the spring is a model coupling, not the Coulomb repulsion, so these numbers do not describe a real two-electron system. The numerical check diagonalizes the two-particle Hamiltonian on a grid. The predicted $\beta$ is used to choose the grid spacing, but the Gaussian solution does not enter the Hamiltonian matrix. The result confirms these occupations and the Hermite form of the first four orbitals.

For the same trap, other couplings give:

| $\kappa$ (eV/Å$^2$) | $\lambda$ | $q$ |
|---:|---:|---:|
| −0.25 | −0.476 | 0.1321 |
| −0.10 | −0.190 | 0.0036 |
| 0.10 | 0.190 | 0.0016 |
| 1.00 | 1.905 | 0.0376 |
| 20.00 | 38.10 | 0.2455 |

At equal strength, repulsion gives the larger $q$. For $0<a<\frac12$, the inequality $(1-2a)(1+2a)<1$ implies $|\ln(1-2a)|>\ln(1+2a)$, and $q$ increases with the magnitude of this logarithm. Physically, repulsion softens the relative mode towards its stability limit, here at $\kappa=-k_0/2=-0.2625$ eV/Å$^2$.

## Variation 1: can the occupations reveal the sign of the coupling?

*Take $\kappa=-0.2$ eV/Å$^2$ in the same trap and examine the expansion of $\psi$. Then find a repulsive coupling with the same occupations as $\kappa=4$ eV/Å$^2$.*

**Solution.** Now $\lambda=-0.381$, $s=0.6985$ and

$$
t=\frac{0.6985-1}{0.6985+1}=-0.1775,\qquad q=0.0315 .
$$

Equation (5) remains valid, but its amplitudes $\sqrt{1-q}\,t^k$ alternate in sign:

$$
0.984,\quad -0.175,\quad 0.031,\quad -0.006,\quad\dots
$$

At $x_1=x_2=x$ the terms are proportional to $t^k\phi_k(x)^2$, and the odd ones reduce $\psi$. At $x_2=-x_1$ the parity $\phi_k(-x)=(-1)^k\phi_k(x)$ cancels the alternation, and no term is negative. The signs thus describe particles that favour opposite sides of the trap, with $\langle x_1x_2\rangle<0$. This is not a correlation hole at contact, since the harmonic force vanishes at $x_1=x_2$. The density $\rho(x)=\gamma(x,x)$ is a Gaussian of variance $(\omega+\Omega)/(4\omega\Omega)$, so at the trap centre $\psi(0,0)^2/\rho(0)^2=(\omega+\Omega)/(2\beta)$, which is 1.065 here and exceeds one for either sign of $\kappa$. The signs cannot be removed by redefining real orbitals, because each $\phi_k$ appears twice in its term.

The occupations contain $t^2$ and lose this sign. Replacing $s$ by $1/s$ in (7) changes $t$ to $-t$ and leaves $q$ unchanged. The partner coupling therefore satisfies

$$
1+2\lambda'=\frac1{1+2\lambda}
\quad\Longrightarrow\quad
\lambda'=-\frac{\lambda}{1+2\lambda},\qquad
\kappa'=-\frac{\kappa}{1+2\lambda}.
$$

For $\kappa=4$ eV/Å$^2$ this is

$$
\kappa'=-\frac{4}{16.240}\ \mathrm{eV/Å^2}=-0.2463\ \mathrm{eV/Å^2},
$$

again with $q=0.1122$. In this model, a nonzero coupling's sign cannot be inferred from the occupations alone.

The orbitals themselves do differ. Since $\beta=\omega s$, the exponent changes from $\omega s$ to $\omega/s$, and the length $\beta^{-1/2}$ grows by the factor $s=2.0075$, from 1.378 Å to 2.766 Å. If the trap frequency is known, the orbital size therefore distinguishes attraction ($\beta>\omega$) from repulsion ($\beta<\omega$).

## Variation 2: how does the leading occupation vanish?

*Find $n_0$ for very strong attraction and for repulsion close to the stability limit.*

**Solution.** From (6) and (7), $n_0=1-q=(1-t)(1+t)$. The two factors are

$$
1-t=\frac{2}{s+1},\qquad 1+t=\frac{2s}{s+1},
$$

so that

$$
n_0=\frac{4s}{(1+s)^2}\simeq
\begin{cases}
4/s, & s\to\infty\quad(\lambda\to\infty),\\
4s, & s\to0\quad(\lambda\to-\tfrac12).
\end{cases}
$$

In both limits $q\to1$, and the weight spreads over many orbitals. For strong attraction, $n_0\simeq4(2\lambda)^{-1/4}$, so a sixteenfold increase in coupling halves $n_0$ at leading order.

The two limits have different geometry. The Gaussian $\psi$ has width $\omega^{-1/2}$ in $R$ and $\Omega^{-1/2}$ in $r$. Strong attraction makes the relative width small while the centre of mass still ranges over the trap. Near the stability limit the relative width diverges instead. In either case the ratio of the widths is far from one, and no single orbital product represents $\psi$ well.

At $s=40$ the leading term is $4/40=0.1$, while numerical diagonalization of the Gaussian pair function (1) gives $n_0=0.0952$. The ratio 0.952 is the factor $(1+1/s)^{-2}$ omitted from the leading term. At $s=1/40$ the occupation is the same, as the symmetry under $s\to1/s$ requires. The point $s=0$ itself is excluded, because the relative motion then has no normalizable ground state.

## Computed results

```
hbar^2/m = 7.6200 eV angstrom^2
trap quantum hbar*omega = 2.00 eV
trap spring constant k0 = 0.5249 eV/angstrom^2
lower limit of coupling -k0/2 = -0.2625 eV/angstrom^2
--- attraction: kappa = 4.00 eV/angstrom^2
lambda = kappa/k0 = 7.6200 (no unit)
relative-mode quantum hbar*Omega = 8.0598 eV
ground energy, diagonalized = 5.0299 eV = 0.18484 hartree
s = 2.0075, t = 0.3350, q = 0.11222 (no unit)
natural-orbital length beta^(-1/2) = 1.3776 angstrom = 2.6034 bohr
k=0: n_k formula 0.8877843, diagonalized 0.8877843, amplitude 0.94222 (no unit)
k=1: n_k formula 0.0996233, diagonalized 0.0996233, amplitude 0.31563 (no unit)
k=2: n_k formula 0.0111793, diagonalized 0.0111793, amplitude 0.10573 (no unit)
k=3: n_k formula 0.0012545, diagonalized 0.0012545, amplitude 0.03542 (no unit)
smallest orbital overlap, k=0..3 = 1.000000 (no unit)
--- repulsion: kappa = -0.20 eV/angstrom^2
lambda = kappa/k0 = -0.3810 (no unit)
relative-mode quantum hbar*Omega = 0.9757 eV
ground energy, diagonalized = 1.4879 eV = 0.05468 hartree
s = 0.6985, t = -0.1775, q = 0.03152 (no unit)
natural-orbital length beta^(-1/2) = 2.3355 angstrom = 4.4135 bohr
k=0: n_k formula 0.9684822, diagonalized 0.9684822, amplitude 0.98411 (no unit)
k=1: n_k formula 0.0305244, diagonalized 0.0305244, amplitude -0.17471 (no unit)
k=2: n_k formula 0.0009621, diagonalized 0.0009621, amplitude 0.03102 (no unit)
k=3: n_k formula 0.0000303, diagonalized 0.0000303, amplitude -0.00551 (no unit)
smallest orbital overlap, k=0..3 = 1.000000 (no unit)
--- q versus coupling (kappa in eV/angstrom^2; others no unit)
kappa  -0.25, lambda  -0.4762, t -0.36346, q 0.132103
kappa  -0.20, lambda  -0.3810, t -0.17753, q 0.031518
kappa  -0.10, lambda  -0.1905, t -0.05988, q 0.003586
kappa   0.00, lambda   0.0000, t  0.00000, q 0.000000
kappa   0.10, lambda   0.1905, t  0.04033, q 0.001626
kappa   0.50, lambda   0.9525, t  0.13252, q 0.017561
kappa   1.00, lambda   1.9050, t  0.19385, q 0.037579
kappa   4.00, lambda   7.6200, t  0.33499, q 0.112216
kappa  20.00, lambda  38.0998, t  0.49548, q 0.245502
--- partner of kappa = 4.00: -0.24631 eV/angstrom^2
partner q, numerical = 0.11222 (no unit)
partner natural-orbital length = 2.7656 angstrom
weak limit, lambda = 0.001: q/(lambda^2/16) = 0.9980
extreme limit, s = 40.000: n_0 = 0.09518, n_0/leading term = 0.9518 (no unit)
extreme limit, s = 0.025: n_0 = 0.09518, n_0/leading term = 0.9518 (no unit)
```
